# Why a Strong Field Imitates Temperature in Hopping Systems: verification in Python

```python
"""
Result under test: in a localized system a field F at zero temperature
populates higher site energies almost as a temperature T_F = e F a/(2 k) would.
a      localization length, wavefunction ~ exp(-r/a), hop factor exp(-2r/a)
Delta  rise of zero-field site energy in a hop; x = displacement along force
u      2 Delta/(e F a);  s = T_F/T (infinite at zero lattice temperature)
Hop rate: exp(-2r/a) * min(1, exp(-(Delta - e F x)/(k T))).
Averaged rates are normalized by the integral of exp(-2r/a) over space.
"""
import numpy as np
from scipy.constants import e, k
from scipy.optimize import curve_fit, minimize_scalar


def cold_rate(u):
    """Averaged rate at T = 0 for either sign of the energy change."""
    v = np.abs(u)
    up = (2 + v) * np.exp(-v) / 4
    return np.where(np.asarray(u) >= 0, up, 1 - up)


def warm_rates(u, s):
    """Averaged upward and downward rates for u > 0, finite s != 1."""
    q = 1 - s
    free = (2 + u) * np.exp(-u) / 4
    behind = 1 / (1 + s) + 1 / (1 + s)**2
    ahead = ((1 - np.exp(-q*u)) / q
             + (1 - (1 + q*u) * np.exp(-q*u)) / q**2)
    up = free + np.exp(-s*u) * (behind + ahead) / 4
    down = 1 - free + np.exp(-u) * ((1+u)/(1+s) + 1/(1+s)**2) / 4
    return up, down


def direct_rate(u, s):
    """Three-dimensional average of the hop law by midpoint quadrature."""
    n_r, n_c, r_max = 2000, 1600, 40.0
    rho = (np.arange(n_r) + 0.5) * r_max / n_r
    cosine = -1 + (np.arange(n_c) + 0.5) * 2 / n_c
    cost = u - rho[:, None] * cosine[None, :]
    if np.isinf(s):
        factor = (cost <= 0).astype(float)
    else:
        factor = np.exp(-s * np.maximum(cost, 0))
    angular = factor.sum(axis=1) * 2 / n_c
    return np.sum(rho**2 * np.exp(-rho) * angular) * r_max / n_r / 4


def cold_temperature_ratio(u):
    """Two-level effective temperature divided by T_F at T = 0."""
    return u / np.log(cold_rate(-u) / cold_rate(u))


def sample_temperature(a, density, box, seed):
    """One carrier on random sites; e F = 1, level splitting = 2, T = 0.
    Returns k T_eff obtained from mean occupations of the two levels."""
    rng = np.random.default_rng(seed)
    n = 2 * int(round(density * box**3 / 2))
    position = rng.random((n, 3)) * box
    energy = np.repeat([0.0, 2.0], n // 2)
    squared = np.zeros((n, n))
    for axis in range(3):
        step = position[:, axis][:, None] - position[:, axis][None, :]
        step -= box * np.round(step / box)
        squared += step**2
        if axis == 0:
            forward = step
    cost = energy[:, None] - energy[None, :] - forward
    rate = np.exp(-2 * np.sqrt(squared) / a) * (cost <= 0)
    np.fill_diagonal(rate, 0)
    generator = rate - np.diag(rate.sum(axis=0))
    generator[0, :] = 1
    source = np.zeros(n)
    source[0] = 1
    p = np.linalg.solve(generator, source)
    assert p.min() > -1e-10
    return 2 / np.log(p[:n//2].mean() / p[n//2:].mean())


# Closed averaged rates against the hop law integrated in space
worst = 0.0
for u in (0.7, 2.0, 4.0):
    for s in (0.4, 2.0, np.inf):
        if np.isinf(s):
            up, down = cold_rate(u), cold_rate(-u)
        else:
            up, down = warm_rates(u, s)
        worst = max(worst, abs(direct_rate(u, s) / up - 1),
                    abs(direct_rate(-u, s) / down - 1))
assert worst < 3e-3  # midpoint error at the step in the hop law
print(f"largest relative error of averaged rates: {worst:.1e}")

# Range of the two-level effective temperature at T = 0
scan = np.geomspace(0.01, 300, 4000)
ratios = cold_temperature_ratio(scan)
assert ratios.min() > 1 - 1e-9 and ratios.max() < 1.14
peak = minimize_scalar(lambda u: -cold_temperature_ratio(u),
                       bounds=(3, 12), method="bounded")
assert abs(-peak.fun - ratios.max()) < 1e-4
print(f"maximum two-level kT_eff/(eFa): {-peak.fun/2:.4f}")
print(f"  reached at Delta/(eFa): {peak.x/2:.2f}")
for u in (0.2, 1.0, 2.0, 4.0, 10.0, 40.0):
    print(f"Delta/(eFa) = {u/2:.1f}: kT_eff/(eFa) = "
          f"{cold_temperature_ratio(u)/2:.4f}")

# Large energy rises select the larger of T and T_F
for s in (1/3, 3.0):
    slope = np.log(warm_rates(60.0, s)[0] / warm_rates(61.0, s)[0])
    assert abs(slope / min(s, 1.0) - 1) < 0.03
    print(f"T_F/T = {s:.3f}: decay exponent per unit u = {slope:.4f}")

# Worked example
length, field, gap_eV, lattice_T = 1e-9, 1e8, 0.2, 300.0
field_energy = e * field * length
T_F = field_energy / (2*k)
u = 2 * gap_eV * e / field_energy
T_cold = T_F * cold_temperature_ratio(u)
s = T_F / lattice_T
up, down = warm_rates(u, s)
T_warm = gap_eV * e / k / np.log(down / up)
print(f"localization length: {length*1e9:.1f} nm")
print(f"field: {field:.1e} V/m")
print(f"site-energy gap: {gap_eV:.2f} eV")
print(f"field energy eFa: {field_energy/e:.3f} eV")
print(f"kT_F: {field_energy/(2*e):.3f} eV")
print(f"T_F: {T_F:.1f} K")
print(f"minimum upward hop at T=0: {gap_eV*e/(e*field)*1e9:.2f} nm")
print(f"u: {u:.2f}")
print(f"upward averaged rate at T=0: {cold_rate(u):.5f}")
print(f"downward averaged rate at T=0: {cold_rate(-u):.5f}")
print(f"odds ratio, field, T=0: {cold_rate(u)/cold_rate(-u):.5f}")
print(f"simple estimate exp(-u): {np.exp(-u):.5f}")
print(f"effective temperature, T=0: {T_cold:.1f} K")
print(f"lattice temperature: {lattice_T:.1f} K")
print(f"odds ratio, no field, 300 K: "
      f"{np.exp(-gap_eV*e/(k*lattice_T)):.3e}")
print(f"odds ratio, field, 300 K: {up/down:.5f}")
print(f"effective temperature with field, 300 K: {T_warm:.1f} K")
assert T_warm > lattice_T
for temperature_ratio in (0.25, 0.5, 2.0, 5.0):
    up, down = warm_rates(u, 1/temperature_ratio)
    effective = u / np.log(down / up)
    print(f"T/T_F = {temperature_ratio:.2f}: "
          f"T_eff/T_F = {effective:.4f}")
assert 1 < effective / temperature_ratio < 1.15

# Half-filled constant band at T = 0; energies in units of e F a
energy = np.linspace(-4, 4, 401)
kernel = cold_rate(2 * (energy[:, None] - energy[None, :]))
f = 1 / (1 + np.exp(energy / 0.5))
for _ in range(4000):
    incoming = kernel @ f
    outgoing = kernel.T @ (1 - f)
    f = 0.5*f + 0.5*incoming / (incoming + outgoing)
incoming, outgoing = kernel @ f, kernel.T @ (1 - f)
residual = np.max(np.abs(f*outgoing - (1-f)*incoming))
assert residual < 1e-9


def fermi(x, theta):
    return 1 / (1 + np.exp(x / theta))


theta = curve_fit(fermi, energy, f, p0=[0.5])[0][0]
deviation = np.max(np.abs(f - fermi(energy, theta)))
log_odds_slope = -np.gradient(np.log(f / (1-f)), energy)
assert 0.4 < theta < 0.9 and deviation < 0.03
print(f"band half-width/(eFa): {energy[-1]:.1f}")
print(f"band fitted kT_eff/(eFa): {theta:.4f}")
print(f"largest deviation from Fermi function: {deviation:.5f}")
for target in (0.0, 1.0, 2.0, 3.0):
    index = np.argmin(np.abs(energy - target))
    print(f"band energy/(eFa) = {target:.1f}: f = {f[index]:.5f}, "
          f"local kT_eff/(eFa) = {1/log_odds_slope[index]:.4f}")

# Explicit random sites: length unit b, energy unit e F b, gap = 2
for a in (1.0, 0.7):
    found = np.mean([sample_temperature(a, 4.0, 8.0, seed)
                     for seed in (1, 2)])
    predicted = a/2 * cold_temperature_ratio(4/a)
    assert abs(found / predicted - 1) < 0.15  # finite density and sample
    print(f"random sites, a/b = {a:.1f}, density*b^3 = 4: "
          f"kT_eff/(eFb) = {found:.4f}")
    print(f"  averaged theory: {predicted:.4f}")
dilute = np.mean([sample_temperature(1.0, 0.25, 20.0, seed)
                  for seed in (3, 4)])
assert 0.3 < dilute < 1.0
print(f"random sites, a/b = 1.0, density*b^3 = 0.25: "
      f"kT_eff/(eFb) = {dilute:.4f}")

print("checks complete")
```

Output:

```
largest relative error of averaged rates: 1.2e-04
maximum two-level kT_eff/(eFa): 0.5659
  reached at Delta/(eFa): 3.18
Delta/(eFa) = 0.1: kT_eff/(eFa) = 0.5014
Delta/(eFa) = 0.5: kT_eff/(eFa) = 0.5182
Delta/(eFa) = 1.0: kT_eff/(eFa) = 0.5392
Delta/(eFa) = 2.0: kT_eff/(eFa) = 0.5607
Delta/(eFa) = 5.0: kT_eff/(eFa) = 0.5617
Delta/(eFa) = 20.0: kT_eff/(eFa) = 0.5312
T_F/T = 0.333: decay exponent per unit u = 0.3333
T_F/T = 3.000: decay exponent per unit u = 0.9839
localization length: 1.0 nm
field: 1.0e+08 V/m
site-energy gap: 0.20 eV
field energy eFa: 0.100 eV
kT_F: 0.050 eV
T_F: 580.2 K
minimum upward hop at T=0: 2.00 nm
u: 4.00
upward averaged rate at T=0: 0.02747
downward averaged rate at T=0: 0.97253
odds ratio, field, T=0: 0.02825
simple estimate exp(-u): 0.01832
effective temperature, T=0: 650.7 K
lattice temperature: 300.0 K
odds ratio, no field, 300 K: 4.367e-04
odds ratio, field, 300 K: 0.04771
effective temperature with field, 300 K: 762.8 K
T/T_F = 0.25: T_eff/T_F = 1.1972
T/T_F = 0.50: T_eff/T_F = 1.3058
T/T_F = 2.00: T_eff/T_F = 2.5323
T/T_F = 5.00: T_eff/T_F = 5.4772
band half-width/(eFa): 4.0
band fitted kT_eff/(eFa): 0.5524
largest deviation from Fermi function: 0.00053
band energy/(eFa) = 0.0: f = 0.50000, local kT_eff/(eFa) = 0.5504
band energy/(eFa) = 1.0: f = 0.14048, local kT_eff/(eFa) = 0.5551
band energy/(eFa) = 2.0: f = 0.02656, local kT_eff/(eFa) = 0.5616
band energy/(eFa) = 3.0: f = 0.00459, local kT_eff/(eFa) = 0.5630
random sites, a/b = 1.0, density*b^3 = 4: kT_eff/(eFb) = 0.5567
  averaged theory: 0.5607
random sites, a/b = 0.7, density*b^3 = 4: kT_eff/(eFb) = 0.3988
  averaged theory: 0.3960
random sites, a/b = 1.0, density*b^3 = 0.25: kT_eff/(eFb) = 0.6093
checks complete
```
